# Optimal buffer size for Chebyshev filtering of a free-electron spectrum

## The problem

Hartree atomic units are used. A real symmetric Hamiltonian \(H\) has eigenvalues \(\varepsilon_1\le\varepsilon_2\le\dots\le E\), and its lowest \(N\) eigenvectors are wanted. A block \(V\) of \(M=N+b\) vectors, \(b\) of them buffer vectors, is multiplied by one Chebyshev polynomial \(T_m(y)\) of the scaled operator
\[ y=\frac{2H-a-E}{E-a},\qquad a=\varepsilon_{M+1}, \]
which maps the unwanted interval \([a,E]\) onto \([-1,1]\). The block is built by \(Y_0=V\), \(Y_1=yV\), \(Y_{k+1}=2yY_k-Y_{k-1}\), so each degree costs \(M\) applications of \(H\) to a vector (matvecs), and the filtering work is \(W=Mm\). The spectrum is that of free electrons in \(d\) dimensions, \(N\gg1\) is fixed, and the error of the wanted vectors must fall by a fixed factor \(A\gg1\).

(a) Find the \(b\) that minimizes \(W\) when \(E\) is far above the Fermi energy \(E_F\).

(b) Find the first correction for finite \(E/E_F\), and say when a minimum exists.

(c) Evaluate the result for a three-dimensional model gas with \(r_s=4\) bohr, \(N=60\) doubly occupied orbitals, \(E=1.5\) Ha and \(A=10^{10}\).

The spectrum follows from counting. Plane waves in a volume \(\Omega\) occupy \((2\pi)^d/\Omega\) of \(k\)-space each, so the number with wave vector below \(k\) is proportional to \(k^d\) on average. With \(\varepsilon=k^2/2\),
\[ \varepsilon_n=E_F\,(n/N)^{p},\qquad p=2/d . \]
In three dimensions \(n=\frac{4\pi}{3}k^3\,\Omega/(2\pi)^3=\Omega k^3/6\pi^2\), so \(E_F=\tfrac12(6\pi^2N/\Omega)^{2/3}\). The abbreviations are \(x=M/N\), \(u=x^p\), \(R=E/E_F\). To leading order in \(1/N\), \(a=uE_F\).

## A tempting solution

State \(N\) sits at
\[ |y_N|=\frac{a+E-2E_F}{E-a}=1+\frac{2(u-1)}{R-u}. \]
A polynomial of degree \(m\) grows like its leading power, so the wanted component is amplified by \(|y_N|^m\) while the unwanted ones stay bounded by one. The degree needed is \(m=\ln A/\ln|y_N|\). For \(R\gg u\), \(\ln|y_N|\approx2(u-1)/R\), and
\[ W\propto\frac{x}{x^p-1}. \]
Setting \(d\ln W/d\ln x=1-pu/(u-1)\) to zero gives \(u=1/(1-p)\). In three dimensions \(u=3\) and \(x=3^{3/2}\approx5.2\), a buffer more than four times the occupied set. In two dimensions \(W\propto x/(x-1)\) falls monotonically and there would be no minimum.

## The fault

The fault is the amplification factor \(|y_N|^m\). For \(|y|\ge1\) write \(|y|=\cosh\gamma\). The identity \(\cosh(k+1)\gamma+\cosh(k-1)\gamma=2\cosh\gamma\cosh k\gamma\) is the Chebyshev recurrence, and the starting values \(1\) and \(\cosh\gamma\) match \(T_0\) and \(T_1\). Since \(T_m(-y)=(-1)^mT_m(y)\),
\[ |T_m(y)|=\cosh m\gamma\approx\tfrac12e^{m\gamma},\qquad e^{\gamma}=|y|+\sqrt{y^2-1}. \]
The rate per degree is \(\gamma\), not \(\ln|y|=\ln\cosh\gamma\). For \(|y|\gg1\) the two differ by the constant \(\ln2\). A filter edge close to the wanted state on the scale of \(E\) means the opposite regime, \(|y|-1\ll1\), where \(\ln\cosh\gamma\approx\gamma^2/2\ll\gamma\). The assumed rate is linear in the gap \(a-\varepsilon_N\), and the true rate goes as its square root. A square root rewards a larger gap less, so the true optimum lies at a smaller block.

The tempting solution is the correct analysis of a different method. The filter \(y^m=[T_1(y)]^m\) is what results when the recurrence is restarted after every degree. More generally, cycles of degree \(m_0\) apply \([T_{m_0}]^k\), whose guaranteed rate per degree is \(\ln\cosh(m_0\gamma)/m_0\). This is \(m_0\gamma^2/2\) for \(m_0\gamma\ll1\), again linear in the gap, and \(\gamma-(\ln2)/m_0\) for \(m_0\gamma\gg1\). The problem specifies one polynomial, and orthonormalization does not force a restart. If \(Y_k=QS\) with \(S\) invertible, replacing \((Y_k,Y_{k-1})\) by \((Y_kS^{-1},Y_{k-1}S^{-1})\) multiplies every later block on the right by \(S^{-1}\), because the recurrence is linear and acts from the left. The span is unchanged.

## The right solution

### Error bound and degree

Work in the eigenbasis of \(H\), with unit vectors \(e_j\). Split \(V\) into the rows \(V_1\) belonging to states \(1,\dots,M\) and the rows \(V_2\) belonging to the rest, and split the eigenvalues into diagonal matrices \(\Lambda_1,\Lambda_2\) in the same way. Assume the \(M\times M\) matrix \(V_1\) is invertible and define \(F=V_2V_1^{-1}\). For a polynomial \(q\) and a state \(i\le N\) with \(q(\varepsilon_i)\ne0\), take the combination of columns \(c=V_1^{-1}e_i/q(\varepsilon_i)\). The upper part of \(q(H)Vc\) is \(q(\Lambda_1)e_i/q(\varepsilon_i)=e_i\), and the lower part is \(q(\Lambda_2)Fe_i/q(\varepsilon_i)\). The distance from \(e_i\) to the filtered subspace, \(\sin\theta_i\), cannot exceed its distance to this one member:
\[ \sin\theta_i\le\frac{\|q(\Lambda_2)Fe_i\|}{|q(\varepsilon_i)|}\le\|Fe_i\|\,\frac{\max_{[a,E]}|q|}{|q(\varepsilon_i)|}. \]
The states \(1,\dots,M\) do not appear in the numerator. That is the reason the damped interval may start at \(\varepsilon_{M+1}\), and it is what the buffer buys.

No polynomial of degree \(m\) or lower makes the last ratio smaller than \(T_m\) does. Suppose \(q(y_0)=T_m(y_0)\) at a point \(y_0<-1\) and \(|q|<1\) on \([-1,1]\). At the \(m+1\) points \(\cos(k\pi/m)\), \(T_m=(-1)^k\), so \(T_m-q\) alternates in sign there and has \(m\) zeros inside \((-1,1)\). It also vanishes at \(y_0\). A polynomial of degree at most \(m\) with \(m+1\) zeros is zero, so \(q=T_m\), which contradicts \(|q|<1\). The best ratio is therefore \(1/\cosh m\gamma_i\), with \(\cosh\gamma_i=|y_i|\).

From \(|y_i|=(a+E-2\varepsilon_i)/(E-a)\),
\[ \cosh\gamma_i-1=\frac{2(a-\varepsilon_i)}{E-a},\qquad\cosh\gamma_i+1=\frac{2(E-\varepsilon_i)}{E-a}. \]
Since \(\cosh\gamma-1=2\sinh^2(\gamma/2)\) and \(\cosh\gamma+1=2\cosh^2(\gamma/2)\), the quotient is
\[ \tanh^2\frac{\gamma_i}{2}=\frac{a-\varepsilon_i}{E-\varepsilon_i}=1-\frac{E-a}{E-\varepsilon_i}. \]
The last form decreases as \(\varepsilon_i\) rises, so state \(N\) has the smallest rate among the wanted states; call it \(\gamma\). To bring the bound for state \(N\) below a tolerance \(\tau\) one needs \(\cosh m\gamma=A\) with \(A=C/\tau\) and \(C=\|Fe_N\|\), so
\[ m=\frac{\operatorname{arcosh}A}{\gamma},\qquad\operatorname{arcosh}A\approx\ln2A . \]
Three assumptions enter here. State \(N\) is taken to set the degree, although a state slightly below it with a larger \(\|Fe_i\|\) can need a higher one; since \(\gamma_i\ge\gamma\), replacing \(C\) by \(\max_{i\le N}\|Fe_i\|\) would cover every wanted state. The degree that satisfies the bound is taken as the degree needed, and \(A\) is taken as independent of \(M\). All three concern the prefactor \(C\), which depends on the start block and enters through \(\ln C\) added to \(\ln(2/\tau)\). They are modelling assumptions, better for tight \(\tau\), and the runs in part (c), which record the largest error among all wanted states, measure how well they hold together. The degree is treated as a continuous variable.

With \(\varepsilon_N=E_F\) and \(a=uE_F\),
\[ W=N\operatorname{arcosh}(A)\,\frac{x}{\gamma},\qquad\gamma=2\operatorname{artanh}t,\qquad t^2=\frac{u-1}{R-1}. \]

### The stationarity condition

From the definition of \(t\), \(dt/du=t/[2(u-1)]\), and \(d\gamma/dt=2/(1-t^2)\), so
\[ \frac{d\ln\gamma}{du}=\frac{t}{(1-t^2)(u-1)\,2\operatorname{artanh}t}=\frac{1}{2g(t)(u-1)},\qquad g(t)=\frac{(1-t^2)\operatorname{artanh}t}{t}. \]
Also \(\ln x=(\ln u)/p\), so \(d\ln x/du=1/(pu)\). Over a common denominator,
\[ \frac{d\ln W}{du}=\frac{2g(t)(u-1)-pu}{2pu\,g(t)(u-1)}. \]
The denominator is positive, and the work is stationary where
\[ 2g(t)(u-1)=pu . \]
The series \(\operatorname{artanh}t/t=\sum_{k\ge0}t^{2k}/(2k+1)\), multiplied by \(1-t^2\), has the coefficient \(1/(2k+1)-1/(2k-1)=-2/(4k^2-1)\) at \(t^{2k}\) for \(k\ge1\):
\[ g(t)=1-\sum_{k\ge1}\frac{2t^{2k}}{4k^2-1}=1-\tfrac23t^2-\tfrac2{15}t^4-\dots \]
So \(g<1\) for \(t>0\), it decreases, and \(g(1)=0\) because the sum telescopes to one.

### (a) Wide band

For \(R\to\infty\) at fixed \(u\), \(t\to0\), \(g\to1\), \(\gamma\to2t\) and \(W\propto x/\sqrt{u-1}\). The condition becomes \(2(u-1)=pu\), so \(u_0=2/(2-p)=1/(1-1/d)\) and
\[ x_0=u_0^{1/p}=(1-1/d)^{-d/2}. \]
In three dimensions \(u_0=3/2\): the filter edge belongs at \(\tfrac32E_F\), and \(x_0=(3/2)^{3/2}=1.83712\), a buffer of \(0.837N\). In two dimensions \(x_0=2\), where the tempting solution found no minimum. In one dimension \(x_0\) is infinite. Neither \(R\) nor \(A\) appears in \(x_0\); they scale the work as \(\sqrt R\,\ln2A\).

To confirm a minimum, let \(s=\ln x\), so that \(du/ds=pu\), and \(\Phi(s)=s-\tfrac12\ln(u-1)\). Then \(\Phi'=1-pu/[2(u-1)]\). Using \(\frac{d}{du}\frac{u}{u-1}=-\frac1{(u-1)^2}\),
\[ \Phi''=\frac{p^2u}{2(u-1)^2}>0 . \]
The function is convex in \(s\), so the stationary point is its single minimum. In three dimensions \(\kappa=\Phi''(\ln x_0)=\frac49\cdot\frac32\big/\left(2\cdot\frac14\right)=\frac43\), and near the minimum \(\delta W/W\approx\frac23(\delta\ln x)^2\). The two sides differ further out: \(W\) diverges as \((x-1)^{-1/2}\) when \(x\to1\), and grows as \(x^{1-p/2}=x^{2/3}\) at large \(x\).

The price of the tempting answer follows. At \(u=3\), \(x/\sqrt{u-1}=3\sqrt3/\sqrt2\). At \(u=3/2\) it is \((3/2)^{3/2}\sqrt2=3\sqrt3/2=2.5981\). The ratio is \(\sqrt2\), so in the wide-band limit the wrong buffer costs 41% more filtering work than the right one.

The edge lies at level \(M+1\), not \(M\), and this shifts the optimum by an amount of order one. Let \(z=(M+1)/N\). Then \(M=Nz-1\) while \(\gamma\) depends on \(z\) as it did on \(x\), so with \(s=\ln z\)
\[ \ln W=\ln(z-1/N)-\ln\gamma(z)+\text{const}=\Phi(s)-\frac{e^{-s}}{N}+O(N^{-2})+\text{const}. \]
The derivative is \(\Phi'(s)+e^{-s}/N\). Near the minimum \(\Phi'\approx\kappa\,\delta s\), so \(\delta s=-1/(\kappa Nx_0)\), \(\delta z=x_0\,\delta s=-1/(\kappa N)\), and \(N\delta z=-3/4\). Hence, for the smooth three-dimensional spectrum,
\[ M^*=Nx_0-\tfrac34-1,\qquad b^*\approx0.837N-\tfrac74 , \]
rounded to an integer. The term \(7/4\) refers to the averaged spectrum \(\varepsilon_n=E_F(n/N)^{2/3}\); the levels of a finite box scatter about it.

### (b) Finite band

Put \(u=u_0+\delta u\) and keep \(g\approx1-\frac23t_0^2\) with \(t_0^2=(u_0-1)/(R-1)\). The zeroth-order terms cancel because \(2(u_0-1)=pu_0\). The first-order terms are \(2\,\delta u-\frac43t_0^2(u_0-1)=p\,\delta u\), so
\[ \delta u=\frac{4}{3}\,\frac{(u_0-1)^2}{(2-p)(R-1)}. \]
In three dimensions \((u_0-1)^2=\frac14\) and \(2-p=\frac43\), giving \(\delta u=1/[4(R-1)]\). Since \(x=u^{3/2}\), \(\delta x/x=\frac32\,\delta u/u_0=\delta u\), and
\[ x^*=\left(\tfrac32\right)^{3/2}\left[1+\frac{1}{4(R-1)}+O(R^{-2})\right]. \]
The sign comes from two effects that the wide-band limit ignores. From \(\cosh\gamma-1=2\sinh^2(\gamma/2)\) and \(R-u=(R-1)(1-t^2)\), \(\sinh(\gamma/2)=\sqrt{(u-1)/(R-u)}=t/\sqrt{1-t^2}\). Raising \(a\) shortens the interval \([a,E]\), which gives the factor \(1+t^2/2\). The expansion \(\operatorname{arsinh}w\approx w-w^3/6\) takes back \(t^2/6\). The net result \(\gamma\approx2t(1+t^2/3)\) grows faster with \(u\) than \(2t\), so the gain from the shorter interval prevails and the shift is upward.

That same gain makes the minimum a local one. Substituting \(u-1=t^2(R-1)\) in the numerator of \(d\ln W/du\),
\[ 2g(u-1)-pu=(2g-p)(u-1)-p=(R-1)\,\varphi-p,\qquad\varphi=t^2\,[2g(t)-p]. \]
With \(\sigma=t^2\), the series gives \(\varphi=(2-p)\sigma-\sum_{k\ge1}4\sigma^{k+1}/(4k^2-1)\), which is strictly concave on \([0,1]\), with \(\varphi(0)=0\), initial slope \(2-p\) and \(\varphi(1)=-p\). The work rises with \(M\) where \(\varphi>p/(R-1)\) and falls where \(\varphi\) is smaller.

For \(p=2\) (one dimension) \(\varphi<0\) for all \(\sigma>0\), so \(W\) falls monotonically at every \(R\) and no minimum exists. For \(p<2\) the concave \(\varphi\) has one positive maximum, at \(t_c\), which defines \(R_c-1=p/\varphi(t_c)\). Below \(R_c\) the work falls monotonically. Above \(R_c\) the level \(p/(R-1)\) is crossed twice: upward, where \(W\) turns from falling to rising (the minimum), then downward (a maximum). In three dimensions \(p/\varphi=1/[t^2(3g-1)]\), and numerical maximization gives \(t_c=0.6529\), \(g(t_c)=0.6857\). Then \(0.6529^2\times(3\times0.6857-1)=0.4506\), whose inverse is \(2.219\), so \(R_c=3.219\).

Beyond the maximum, \(a\to E\), \(t\to1\), \(\gamma\to\infty\) logarithmically and the continuum \(W\) tends to zero. This reflects a true but empty statement: a block as large as the whole basis needs no filter, so the global minimum of filtering work alone is there, with all cost moved into dense diagonalization. The question as posed has a useful answer as the local minimum at \(x^*\).

### Dense work lowers the optimum

Orthonormalizing a tall block costs an amount proportional to \(M^2\) at fixed basis size, with terms in \(M^3\) neglected. If it is done every fixed number of degrees, the cost per degree is proportional to \(x+\eta x^2\), where \(\eta\) is the ratio of dense to matvec cost at \(M=N\). In the wide band, replacing \(\ln x\) by \(\ln(x+\eta x^2)\) in \(\Phi\) gives
\[ \frac{1+2\eta x}{1+\eta x}=\frac{pu}{2(u-1)} . \]
The left side increases with \(\eta x\) from 1 towards 2 and the right side decreases with \(x\), so the root moves down as \(\eta\) grows. For \(\eta\to\infty\), \(4(u-1)=pu\) and \(u=4/(4-p)=6/5\) in three dimensions. The roots are \(x=1.6768\) for \(\eta=0.1\), \(1.4241\) for \(\eta=1\), and \(1.3145\) for \(\eta=10^{6}\), which is \((6/5)^{3/2}\) to these digits. The value \(0.837N\) is thus the optimum of filtering work alone, and with this dense cost the wide-band optimum lies between about \(0.31N\) and \(0.84N\).

### (c) The model gas

There are 120 electrons, so \(\Omega=120\times\frac{4\pi}{3}\times4^3=32169.9\) bohr³ and
\[ E_F=\tfrac12\left(\frac{6\pi^2\times60}{32169.9}\right)^{2/3}=0.11510\ \text{Ha}=3.132\ \text{eV},\qquad R=\frac{1.5}{0.11510}=13.032 . \]
This exceeds \(R_c\), so the minimum exists. The first-order formula, with \(R-1=12.0323\), gives \(1.83712\times[1+1/(4\times12.0323)]=1.87529\). The root of the full condition is \(x^*=1.87940\), so the first-order value is low by 0.22% of the root. At the root \(u^*=1.52293\), \(t^*=\sqrt{0.52293/12.0323}=0.20847\), \(g(t^*)=0.97077\), and both sides agree: \(2\times0.97077\times0.52293=1.0153=\frac23\times1.52293\). The local maximum is at \(x=32.27\), with 2.714 times the minimum work, and the basis ends at \(x=R^{3/2}=47.05\).

Using the wide-band shift, \(M^*=60\times1.87940-1.75=111.01\), so
\[ M^*=111,\qquad b^*=51 . \]
A search over integer \(M\) below \(4N\) on the smooth spectrum also returns 111. The edge is \(a=0.11510\times(112/60)^{2/3}=0.17449\) Ha \(=4.748\) eV. Then
\[ \tanh^2\frac\gamma2=\frac{0.17449-0.11510}{1.5-0.11510}=0.0429,\qquad\gamma=0.42027, \]
\[ m=\frac{23.7190}{0.42027}=56.4,\qquad W=111\,m=6265\ \text{matvecs}. \]
A 10% buffer, \(M=66\), has \(\gamma=0.15964\), \(m=148.6\) and \(W=9806\), which is 1.565 times the minimum. The block \(M=240\) has \(\gamma=0.74511\), \(m=31.8\) and \(W=7640\), or 1.220 times the minimum, and the tempting value \(5.2\times60\approx312\) lies further up the rising branch. The continuum work stays within 5% of its minimum for \(x\) from 1.476 to 2.613; with the edge at level \(M+1\), the integer range on the smooth spectrum is \(M=88\) to \(154\).

These predictions were compared with filter runs on the plane-wave levels of an orthorhombic box of this volume (side ratios 1:1.13:1.29, twisted boundary conditions). It has 2820 plane waves below 1.5 Ha, against \(NR^{3/2}=2823\) from counting, and its level \(\varepsilon_{60}=0.11663\) Ha lies 1.3% above the smooth \(E_F\). Each run started from a Gaussian random block, used the unrestarted recurrence with orthonormalization every five degrees, and recorded the interpolated degree at which the largest \(\sin\theta_i\), \(i\le60\), fell to \(\tau=10^{-8}\). Here \(\gamma\) is computed from the box levels.

| \(M\) | \(\gamma\) | \(m\) | \(m\gamma\) | \(W\) (matvecs) |
|---|---|---|---|---|
| 64 | 0.1176 | 205.7 | 24.20 | 13167 |
| 72 | 0.1922 | 117.8 | 22.64 | 8480 |
| 84 | 0.2688 | 91.2 | 24.51 | 7658 |
| 96 | 0.3312 | 69.3 | 22.96 | 6656 |
| 111 | 0.4180 | 54.8 | 22.91 | 6083 |
| 126 | 0.4731 | 47.8 | 22.59 | 6018 |
| 150 | 0.5416 | 41.5 | 22.50 | 6232 |
| 190 | 0.6377 | 34.7 | 22.13 | 6595 |
| 240 | 0.7418 | 30.3 | 22.44 | 7261 |

The column \(m\gamma\) decides between the two solutions. While \(\gamma\) changes by a factor \(0.7418/0.1176=6.3\), \(m\gamma\) stays between 22.13 and 24.51, which is 3.7% below and 6.6% above its mean of 22.99. Had the rate been \(\ln\cosh\gamma\approx\gamma^2/2\), the product would have varied roughly as \(1/\gamma\), by a factor near six. The spread is the measured size, for this start block and tolerance, of the error of the three assumptions together. In these runs the last state to converge is state 60 only at \(M=84\) and one of states 57 to 59 otherwise. The actual \(\|Fe_N\|\) ranges from 30 to 445 without tracking \(m\gamma\), so the bound is not always tight. Other random starts can give a larger spread (one of seven others had a single run 26% above its mean), still far from a factor of six. The mean corresponds to an effective prefactor \(\tau\cosh22.99\approx48\), about half the \(C=A\tau=100\) implied by the chosen \(A\) and \(\tau\). It lies only 3% below \(\operatorname{arcosh}10^{10}=23.72\) because \(C\) enters through its logarithm.

The least measured work in the scan is at \(M=126\), not at 111, with \(W(111)/W(126)=1.011\). The table shows the origin. The ratio \(M/\gamma\) is \(111/0.4180=265.6\) and \(126/0.4731=266.3\), favouring 111 by 0.3%, while \(m\gamma\) is \(22.91/22.59=1.014\) times larger at 111. The flat minimum lets a variation of 1.4% in the effective prefactor term move the best point to the next scanned value, fifteen vectors away. The values of \(m\gamma\) tend to be lower at large \(M\), though not monotonically. Averaged over 19 random starts on the smooth spectrum the trend is systematic: \(m\gamma\) falls from 23.15 at \(M=84\) to 22.33 at \(M=170\), a slope \(d\ln(m\gamma)/d\ln M=-0.049\pm0.009\). This moves the achieved optimum to about \(M=116\), while the mean work at 111 and 118 agrees to about 0.1%. It is a conjecture, not tested here, that the cause is unconverged buffer vectors cancelling part of the error and so reducing the effective \(C\) as \(b\) grows. For \(N=60\) the prediction is therefore a range of good block sizes around 111 or slightly above, and a block of 64, at more than twice the best measured work in this box (1.79 times the minimum on the smooth spectrum at fixed \(A\)), is far outside it.

The numerical check below tests the minimax property by linear programming, the roots against numerical differentiation of \(x/\operatorname{arcosh}|y|\), monotone decrease of the work just below \(R_c\) and in one dimension, a rising stretch just above \(R_c\), the \(7/4\) shift to within 0.55 of a vector, and the bound on \(\sin\theta_i\) in every run. It also asserts that the tail norm \(\|T_m(\Lambda_2)Fe_N\|/|T_m(y_N)|\), while above \(10^{-7}\), stays between 0.6 and 0.8 of \(C/\cosh m\gamma\), so the rate \(\gamma\) is attained by that quantity. On an enumerated box spectrum with \(N=300000\) at the same density and \(R\), the brute-force minimum of \(M/\gamma\) for \(x\) between 1.05 and 3 lies at \(x=1.8791\), against the predicted 1.8794. The program asserts agreement only within 4%. At so flat a minimum, a scatter of \(10^{-4}\) in \(M/\gamma\) can move the minimizer by about 1%, so the closeness of these digits is particular to this box.

## Numbers as computed

```
LP minimax, degree 6, y0 = -1.1: 0.139021; 1/|T| = 0.139021
wide band: x*(3D) = 1.83712, x*(2D, R=1e6, numerical) = 2.00000
wide band 3D: min x/sqrt(u-1) = 2.5981, curvature = 1.33333
critical 3D: t_c = 0.6529, g(t_c) = 0.6857, R_c = 3.2191
dense cost: x*(eta=0.1) = 1.6768, x*(1) = 1.4241, x*(1e6) = 1.3145
inputs: r_s = 4.0 bohr, N = 60, E = 1.5 Ha, A = 1e+10, tau = 1e-08
box: side ratios 1:1.13:1.29, twist (0.11, 0.23, 0.37) in units 2 pi/L
volume = 32169.9 bohr^3, plane waves = 2820, N R^(3/2) = 2823
E_F = 0.11510 Ha = 3.132 eV, R = 13.0323
x* exact = 1.87940, first order = 1.87529
u* = 1.52293, t* = 0.20847, g(t*) = 0.97077
local maximum x = 32.270, R^(3/2) = 47.047, W ratio to minimum = 2.714
N x* - 7/4 = 111.01, M* = 111, b* = 51, brute force M = 111
arcosh(A) = 23.7190
smooth M = 66: a = 0.12389 Ha, gamma = 0.15964, m = 148.6, W = 9806 matvec, ratio = 1.565
smooth M = 111: a = 0.17449 Ha, gamma = 0.42027, m = 56.4, W = 6265 matvec, ratio = 1.000
smooth M = 240: a = 0.29084 Ha, gamma = 0.74511, m = 31.8, W = 7640 matvec, ratio = 1.220
edge at optimum = 4.748 eV
work within 5 percent of minimum for x in [1.476, 2.613]
enumerated N = 300000: eps_N/E_F = 0.99999, argmin x = 1.8791
box eps_N = 0.11663 Ha
run M = 64: a = 0.12141 Ha, gamma = 0.1176, m = 205.7, m*gamma = 24.20, W = 13167 matvec
run M = 72: a = 0.12933 Ha, gamma = 0.1922, m = 117.8, m*gamma = 22.64, W = 8480 matvec
run M = 84: a = 0.14132 Ha, gamma = 0.2688, m = 91.2, m*gamma = 24.51, W = 7658 matvec
run M = 96: a = 0.15388 Ha, gamma = 0.3312, m = 69.3, m*gamma = 22.96, W = 6656 matvec
run M = 111: a = 0.17534 Ha, gamma = 0.4180, m = 54.8, m*gamma = 22.91, W = 6083 matvec
run M = 126: a = 0.19123 Ha, gamma = 0.4731, m = 47.8, m*gamma = 22.59, W = 6018 matvec
run M = 150: a = 0.21330 Ha, gamma = 0.5416, m = 41.5, m*gamma = 22.50, W = 6232 matvec
run M = 190: a = 0.24826 Ha, gamma = 0.6377, m = 34.7, m*gamma = 22.13, W = 6595 matvec
run M = 240: a = 0.29075 Ha, gamma = 0.7418, m = 30.3, m*gamma = 22.44, W = 7261 matvec
mean m*gamma = 22.99, best scanned M = 126, W(M*)/W(best) = 1.011
```
